\section*{Why space restricts spin to multiples of one half, unlike the plane}

\section*{The question}

An object turned through $360^\circ$ is back where it started, yet the state of a spin-$\tfrac12$ particle comes back multiplied by $-1$. If a full turn may return a factor other than $1$, why does three-dimensional space permit the factor $-1$ but no other, while a world confined to a plane permits any phase?

\section*{What a closed loop of rotations may do}

A quantum state is fixed up to a phase, so a rotation $R$ needs to be represented by a unitary operator $U$ only up to a phase. Follow a continuous sequence of rotations that starts and ends at ``no rotation''. The final operator must return each state to itself up to a phase. We consider one sector of states, within which this phase is common to all states. In space the sector is taken to be irreducible and finite-dimensional.

Angular momentum $J$ is measured in units of $\hbar$, and an active rotation by $\theta$ about the unit vector $\mathbf n$ is $e^{-i\theta\,\mathbf n\cdot\mathbf J}$. Since phases are free, each generator is at first known only up to an added constant. Whether anything fixes that constant is the first difference between space and plane.

In space, rotate the generator $J_y$ by a small angle $\epsilon$ about $x$. The axis $\mathbf y$ becomes $\mathbf y+\epsilon\,\mathbf z$, so
\begin{equation}
J_y-i\epsilon[J_x,J_y]=J_y+\epsilon(J_z+c_z)
\quad\Rightarrow\quad [J_x,J_y]=i(J_z+c_z),
\end{equation}
where $c_z$ is a possible constant. The other two cyclic commutators contain $c_x$ and $c_y$. Renaming $J_i+c_i$ as $J_i$ leaves the left-hand sides unchanged, because constants commute with everything, and gives
\begin{equation}
[J_x,J_y]=iJ_z\quad\text{and cyclic relations.}
\label{comm}
\end{equation}
No freedom remains: a further shift would change the right-hand side but not the left. The plane has a single generator $J$ and no such relation, so $J\to J+s$ is allowed for every real $s$.

\section*{Why deforming a loop in space leaves its phase unchanged}

Let $R(t,\lambda)$ be a family of loops, with $t$ running from $0$ to $1$ along each loop and $\lambda$ labelling the loop. Both ends stay at ``no rotation''. Define $\boldsymbol\Omega_t$ and $\boldsymbol\Omega_\lambda$ by $\partial_tR=[\boldsymbol\Omega_t]R$ and $\partial_\lambda R=[\boldsymbol\Omega_\lambda]R$, where $[\mathbf v]\mathbf w=\mathbf v\times\mathbf w$. Equating the two mixed derivatives of $R$ gives
\begin{equation}
\partial_t\boldsymbol\Omega_\lambda-\partial_\lambda\boldsymbol\Omega_t
=\boldsymbol\Omega_t\times\boldsymbol\Omega_\lambda .
\end{equation}
Write $A=\boldsymbol\Omega_t\cdot\mathbf J$ and $B=\boldsymbol\Omega_\lambda\cdot\mathbf J$. By \eqref{comm}, $[A,B]=i(\boldsymbol\Omega_t\times\boldsymbol\Omega_\lambda)\cdot\mathbf J$, hence $\partial_tB-\partial_\lambda A=-i[A,B]$.

The operator follows the loop through $\partial_tU=-iAU$, with $U=1$ at $t=0$. Let $V=\partial_\lambda U+iBU$. Then
\begin{align}
\partial_tV&=-i(\partial_\lambda A)U-iA\,\partial_\lambda U+i(\partial_tB)U+BAU\nonumber\\
&=-iA\,\partial_\lambda U+[A,B]U+BAU\nonumber\\
&=-iA(\partial_\lambda U+iBU)=-iAV .
\end{align}
At $t=0$ the rotation does not depend on $\lambda$, so $B=0$, $\partial_\lambda U=0$ and $V=0$. This linear equation then keeps $V=0$ for all $t$. At $t=1$ again $B=0$, so $\partial_\lambda U=0$: the final phase does not change during the deformation. Corners in a loop do no harm, since the motion can be slowed to rest there.

\section*{Two turns in space can be undone}

Make a full turn about $z$, then a full turn about $\mathbf n=(\sin\beta,0,\cos\beta)$. The loop is closed for every $\beta$. At $\beta=0$ it is a double turn about $z$. At $\beta=\pi$ the second turn is about $-z$ and retraces the first. That last loop can be shrunk by turning less far before going back. The final operators at $\beta=0$ and $\beta=\pi$ must agree:
\begin{equation}
e^{-4\pi iJ_z}=e^{+2\pi iJ_z}e^{-2\pi iJ_z}=1 .
\end{equation}
On an eigenstate $J_z=m$ this reads $e^{-4\pi im}=1$, so $2m$ is an integer.

There is a shorter view of the same restriction. A half turn about $x$ changes $J_z$ into $-J_z$, so $m$ and $-m$ both occur. The full-turn phase is common to the sector, so $e^{-2\pi im}=e^{2\pi im}$, and again $2m$ is an integer. No rotation within a plane reverses the sense of turning, and this argument is missing there.

In the numerical check, 37 loops lead from the double turn to no rotation. Neighbouring loops differ by at most $20^\circ$, and the spin-$\tfrac12$ operator ends at $+1$ for all of them.

What goes wrong with spin $0.3$? Try adding $0.3$ to $J_z$ for a state without spin. The extra phase is $0.3$ times the accumulated rotation about $z$, which is $2\pi+2\pi\cos\beta$ for the loop above. In units of a full phase cycle its size is
\begin{equation}
0.3\,(1+\cos\beta).
\end{equation}
It falls from $0.600$ at $\beta=0$ to $0.300$ at $90^\circ$ and $0$ at $180^\circ$. A phase that varies under deformation contradicts the preceding section; the added constant has spoiled \eqref{comm}.

\section*{Why one turn cannot be undone}

The matrices $J_i=\sigma_i/2$, with $\sigma_i$ the Pauli matrices, satisfy \eqref{comm} and give $e^{-2\pi iJ_z}=-1$. If a single turn could be shrunk to nothing, this factor would have to be $+1$. So a single turn belongs to a different class from no turn, and half-integer values are indeed possible. Randomly deformed loops of one, two and three turns give $-1,+1,-1$ for spin $\tfrac12$ and for spin $\tfrac32$, and $+1$ each time for spin $1$.

There is no third class. The spin-$\tfrac12$ operators have the form
\begin{equation}
U=\begin{pmatrix}a&-b^*\\ b&a^*\end{pmatrix},\qquad |a|^2+|b|^2=1,
\end{equation}
so they are the points $q$ of a three-dimensional sphere in four dimensions. Indeed $(\mathbf n\cdot\boldsymbol\sigma)^2=1$ gives $e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}=\cos\tfrac\theta2-i\sin\tfrac\theta2\,\mathbf n\cdot\boldsymbol\sigma$, so $a=\cos\tfrac\theta2-in_z\sin\tfrac\theta2$ and $b=(n_y-in_x)\sin\tfrac\theta2$. For $0\le\theta\le2\pi$ and all $\mathbf n$ these fill the whole sphere. Every point thus represents a rotation, read off continuously from $U\sigma_iU^\dagger$. No rotation means that $U$ commutes with all three $\sigma_i$, which requires $\sin\tfrac\theta2=0$: the two points representing no rotation are $\pm1$. A loop of rotations whose operator ends at $+1$ is a closed curve $q(t)$ on this sphere. A smooth curve has no volume, so it misses some point $p$. Move it away from $p$ by
\begin{equation}
q_\lambda(t)=\frac{(1-\lambda)q(t)-\lambda p}{|(1-\lambda)q(t)-\lambda p|},\qquad 0\le\lambda\le1 .
\end{equation}
The denominator could vanish only for $(1-\lambda)q=\lambda p$. Both vectors have unit length, so this needs $\lambda=\tfrac12$ and $q=p$, which is excluded. At $\lambda=1$ the curve is the single point $-p$. Multiplying each operator by the inverse of $q_\lambda(0)$ keeps the starting point at $1$, so the loop of rotations shrinks to nothing.

A loop ending at $-1$, followed by a reversed single turn, ends at $+1$ and can be shrunk. The loop is therefore deformable into a single turn. The two classes combine like even and odd numbers, which is the group $\mathbb Z_2$.

\section*{The plane counts every turn}

A loop of plane rotations is a continuous angle $\theta(t)$ with $\theta(0)=0$ and $\theta(1)=2\pi n$. The integer $n$ cannot change continuously. Two loops $\theta_0,\theta_1$ with the same $n$ are joined by $(1-\lambda)\theta_0+\lambda\theta_1$, whose ends are fixed. There is thus one class for each integer, and the classes form the group $\mathbb Z$. If one turn gives $e^{-2\pi is}$, then
\begin{equation}
n\ \text{turns give}\quad e^{-2\pi ins},
\end{equation}
and successive loops multiply correctly for every real $s$. The condition $e^{-2\pi iJ}=e^{-2\pi is}$ makes the eigenvalues of $J$ equal to $s$ plus integers. Steps within a sector are still whole numbers; the offset is free.

\section*{A ring that shows the free offset}

Let a spinless particle of charge $q$ and mass $M$ move on a ring of radius $R$ threaded by magnetic flux $\Phi$. For a centred flux tube the vector potential along the ring is $\Phi/(2\pi R)$, and the kinetic momentum is
\begin{equation}
-\frac{i\hbar}{R}\partial_\varphi-\frac{q\Phi}{2\pi R}
=\frac{\hbar}{R}K,\qquad K=-i\partial_\varphi-\alpha,\quad \alpha=\frac{q\Phi}{h}.
\end{equation}
The wavefunctions $e^{im\varphi}$ are single-valued, so $m$ is an integer and
\begin{equation}
K=m-\alpha,\qquad E_m=\frac{\hbar^2}{2MR^2}(m-\alpha)^2 .
\label{levels}
\end{equation}
Carrying the state round by an angle $\theta$ with $K$ as generator gives
\begin{equation}
e^{-i\theta K}\psi(\varphi)=e^{i\alpha\theta}\psi(\varphi-\theta).
\end{equation}
After $n$ turns the factor is $e^{2\pi in\alpha}$, the plane rule with $s=-\alpha$.

The tube need not be centred. The transport phase is $(q/\hbar)\oint\mathbf A\cdot d\mathbf l$, which by Stokes' theorem is $2\pi n\alpha$ for a tube inside the ring and zero for one outside. For $\alpha=0.3$, uneven paths around an off-centre tube give $-0.300$, $0$, $0.300$, $0.600$ and $0.900$ phase cycles for $n=-1,0,1,2,3$.

The same weights appear in the propagator. Let $\tau$ be imaginary time in units of $MR^2/\hbar$. Replace the sum over $m$ by Poisson's rule $\sum_mf(m)=\sum_n\int f(x)e^{2\pi inx}dx$, put $x=k+\alpha$, and do the Gaussian integral:
\begin{align}
G(\varphi)&=\frac1{2\pi}\sum_m e^{im\varphi-\tau(m-\alpha)^2/2}\nonumber\\
&=\sum_n\frac{e^{i\alpha(\varphi+2\pi n)}}{2\pi}\int dk\,e^{ik(\varphi+2\pi n)-\tau k^2/2}\nonumber\\
&=\sum_n e^{2\pi in\alpha}\,e^{i\alpha\varphi}\,
\frac{e^{-(\varphi+2\pi n)^2/2\tau}}{\sqrt{2\pi\tau}} .
\end{align}
Winding class $n$ enters with the factor $e^{2\pi in\alpha}$. For $\tau=1.5$ and $\varphi=1$ both sums give $0.22297447+0.06894457\,i$. The $n=0$ term alone differs by about $3\times10^{-5}$: at this short $\tau$ the longer way round is strongly suppressed.

\section*{Numbers for a ring of 10 nm}

Take the electron's charge and mass, $q=-e$, with $R=10.0$ nm and $\alpha=0.3$. The flux is $\Phi=\alpha h/q=-1.2407\times10^{-15}$ Wb, and the energy unit is $\hbar^2/(2MR^2)=0.3810$ meV. Equation \eqref{levels} gives
\begin{align}
m=0:&\quad K=-0.3,\quad E=0.09\times0.3810=0.0343\ \text{meV},\nonumber\\
m=1:&\quad K=+0.7,\quad E=0.49\times0.3810=0.1867\ \text{meV},\nonumber\\
m=-1:&\quad K=-1.3,\quad E=1.69\times0.3810=0.6439\ \text{meV},\nonumber\\
m=2:&\quad K=+1.7,\quad E=2.89\times0.3810=1.1011\ \text{meV}.\nonumber
\end{align}
A lattice ring around an off-centre tube reproduces these energies to within $0.0001$ meV.

The ground state carries a current, because its velocity $\hbar K/(MR)$ is not zero. Charge $q$ passes a given point at the rate $\hbar K/(2\pi MR^2)$, whose sign gives the direction of motion. With $q/h=\alpha/\Phi$,
\begin{equation}
I=\frac{q\hbar K}{2\pi MR^2}=\frac{2\alpha K}{\Phi}\,\frac{\hbar^2}{2MR^2}
=\frac{2(0.3)(-0.3)(0.3810\ \text{meV})}{-1.2407\times10^{-15}\ \text{Wb}}
=8.856\ \text{nA}.
\end{equation}
Differentiating the lattice energy, $I=-dE/d\Phi$, gives the same value. In this model the fractional offset therefore shows in energy and current. The model is one spinless particle with the free-electron mass, in the ground state of a clean ring that the field does not reach. The gap to the next level is $0.1867-0.0343=0.152$ meV, about $1.8$ K, so the thermally averaged current drops to about $4.6$ nA at $1$ K and $0.014$ nA at $4.2$ K; a potential varying round the ring lowers it too. The flux corresponds to a mean field of about $3.9$ T over the area of the ring; if that field reached the ring, an electron's spin splitting (about $0.46$ meV) would exceed the gap. In a semiconductor the effective mass replaces $M$, and energies and current scale as $1/M$.

If $\alpha$ is raised by $1$, relabelling $m\to m+1$ restores the same set of levels. The values of $K$ are symmetric about zero if $m-\alpha=-(m'-\alpha)$ for integers $m,m'$, that is, if $2\alpha$ is an integer. The distance from a value of $K$ to the nearest value of $-K$, which equals the distance of $2\alpha$ from the nearest integer, is $0$ for $\alpha=0$ and $0.5$, but $0.4$ for $\alpha=0.3$. Requiring reversal symmetry on the ring thus brings back the restriction found in space.

\section*{What the ring does and does not show}

With single-valued wavefunctions, as used here, the canonical angular momentum $-i\partial_\varphi$ keeps integer eigenvalues on the ring. For a centred tube each level has a sharp $m$; for an off-centre tube the vector potential varies along the ring and a level mixes several $m$, while the kinetic value stays sharp. The fractional quantity is the kinetic one, which sets velocity and energy. The ring illustrates the phase rule of the plane; it does not give the particle a new intrinsic spin. Nor does it contradict the result for space, since the flux tube singles out an axis and the tilted turns used there are no longer symmetries. The loop argument restricts $J_z$ in space to whole and half-integer values and leaves the offset free in the plane. Which allowed value a given particle has is a matter for experiment. The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
ROTATIONS IN SPACE
spin 0.5: phase factor after 1,2,3 deformed turns: -1.000, +1.000, -1.000
spin 1.0: phase factor after 1,2,3 deformed turns: +1.000, +1.000, +1.000
spin 1.5: phase factor after 1,2,3 deformed turns: -1.000, +1.000, -1.000
loops in the deformation: 37
largest change between neighbouring loops: 20.00 deg
largest rotation left in last loop: 0.00 deg
spin-1/2 end value differs from +1 by less than 1e-9: True
trial spin 0.3 in space: tilt (deg), phase angle (turns)
    0  0.600
   60  0.450
   90  0.300
  120  0.150
  180  0.000
three-sphere: distance of curve from missed point: 1.393
three-sphere: shortest vector before normalizing: 0.696
RING WITH FLUX
radius: 10.0 nm; alpha: 0.3
flux alpha*h/q: -1.2407e-15 Wb
energy unit hbar^2/(2MR^2): 0.3810 meV
kinetic ang. mom. (hbar), energy m-alpha rule, lattice (meV)
  -0.300  0.0343  0.0343
  +0.700  0.1867  0.1867
  -1.300  0.6439  0.6439
  +1.700  1.1011  1.1010
tube outside: largest distance of k from an integer below 1e-8: True
winding number, transport phase (turns)
  -1  -0.300
  +0  0.000
  +1  0.300
  +2  0.600
  +3  0.900
alpha, mismatch between the sets k and -k
  0.0  0.000
  0.2  0.400
  0.3  0.400
  0.5  0.000
propagator at tau=1.5, angle=1.0 rad (per rad):
  sum over levels:   0.22297447+0.06894457j
  sum over windings: 0.22297447+0.06894457j
  winding 0 alone:   0.22297490+0.06897422j
ground-state current from k: 8.856 nA
ground-state current from -dE/dPhi: 8.856 nA
\end{verbatim}
